**Valley repopulation in a 5 nm silicon fin with (100) sidewalls**

Hard walls a distance \(W\) apart give \(E_n=\hbar^2\pi^2n^2/(2m_xW^2)\), where \(m_x\) is the longitudinal mass for the two Δ2 valleys and the transverse mass for the four Δ4 valleys. The lowest levels are 16.4 and 79.2 meV, and the low-density Δ2 share at 300 K is 75%, compared with one third in bulk. The program asserts that the level formula agrees with finite-difference diagonalization, and that the subband populations agree with a valley-by-valley sum over in-plane wavevectors. It also asserts the wide-fin limit, the equal first-order shifts of the two lowest levels, and the proportionality of their second-order lowering to mass. Finite-barrier levels from diagonalization are checked against the matching condition. The output gives a self-consistent share of 70.6% at \(10^{13}\ \mathrm{cm^{-2}}\). With a rough 3.1 eV oxide barrier, the low-density share falls to 59%.

## Check in Python

```python
"""Valley repopulation in a silicon fin with (100) sidewalls.

Result under test: hard walls a distance W apart give levels
    E_n = hbar^2 pi^2 n^2 / (2 m_conf W^2),
with m_conf = m_l for two valleys (Delta2) and m_t for four (Delta4).
At low density the population ratio is
    N2/N4 = (2 m_t sum exp(-E_n/kT)) / (4 sqrt(m_l m_t) sum exp(-E_n'/kT)).
Symbols: m_l, m_t = longitudinal and transverse masses (free-electron masses);
W = fin width; T = temperature; N = sheet density of the whole fin.
Internal units: nm, eV, nm^-2. Material parameters are rough typical values.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18       # hbar^2/(2 m0), eV nm^2
KB = sc.k / sc.e                                # eV/K
ML, MT = 0.916, 0.19
W, T = 5.0, 300.0
EPS_SI, EPS_OX = 11.7, 3.9
BARRIER, M_BARRIER, T_OX = 3.1, 0.5, 1.0       # eV, m0, nm
ALPHA = 0.5                                    # nonparabolicity, 1/eV
HEIGHT = 40.0                                  # fin height, nm
CONF_MASS = (ML, MT)
DOS_MASS = (MT, np.sqrt(ML * MT))
VALLEYS = (2, 4)
CM2 = 1e-14                                    # 1 cm^-2 in nm^-2


def hard_levels(mass, width, count=12):
    n = np.arange(1, count + 1)
    return C * (np.pi * n / width)**2 / mass


def hard_pair(width, count=12):
    return [hard_levels(m, width, count) for m in CONF_MASS]


def boltzmann_share(pair, temp, alpha=0.0):
    """Delta2 share; alpha adds the energy-dependent density of states."""
    kt = KB * temp
    weight = [g * md * np.sum((1 + 2 * alpha * (e + kt)) * np.exp(-e / kt))
              for g, md, e in zip(VALLEYS, DOS_MASS, pair)]
    return weight[0] / sum(weight)


def subband_densities(pair, ef, temp):
    kt = KB * temp
    return [g * md * kt / (2 * np.pi * C) * np.logaddexp(0, (ef - e) / kt)
            for g, md, e in zip(VALLEYS, DOS_MASS, pair)]


def fermi_level(pair, total, temp):
    def excess(ef):
        return sum(x.sum() for x in subband_densities(pair, ef, temp)) - total
    return brentq(excess, -1.5, 2.0, xtol=1e-13)


def fermi_share(pair, total, temp):
    ef = fermi_level(pair, total, temp)
    return subband_densities(pair, ef, temp)[0].sum() / total


# Finite-difference solver between hard walls
CELLS = 400
STEP = W / CELLS
X = STEP * np.arange(1, CELLS)


def diagonalize(mass, potential, count=6):
    hop = C / (mass * STEP**2)
    return eigh_tridiagonal(2 * hop + potential, -hop * np.ones(len(X) - 1),
                            select='i', select_range=(0, count - 1))


flat = np.zeros_like(X)
fd_pair = [diagonalize(m, flat)[0] for m in CONF_MASS]
pair = hard_pair(W)
for numeric, formula in zip(fd_pair, pair):
    assert np.allclose(numeric, formula[:6], rtol=1e-3)


# Valley-by-valley count by direct summation over in-plane wavevectors
def wavevector_density(my, mz, mu, temp):
    ky = np.linspace(-1, 1, 301) * np.sqrt(1.2 * my / C)
    kz = np.linspace(-1, 1, 301) * np.sqrt(1.2 * mz / C)
    energy = C * (ky[:, None]**2 / my + kz[None, :]**2 / mz)
    occupied = np.exp(-np.logaddexp(0, (energy - mu) / (KB * temp)))
    return 2 * occupied.sum() * (ky[1] - ky[0]) * (kz[1] - kz[0]) / (2 * np.pi)**2


def direct_count(ef):
    by_axis = []
    for axis in range(3):
        masses = [MT, MT, MT]
        masses[axis] = ML
        levels = diagonalize(masses[0], flat)[0]
        by_axis.append(2 * sum(wavevector_density(masses[1], masses[2], ef - e, T)
                               for e in levels))
    return by_axis[0] / sum(by_axis), sum(by_axis)


N_WEAK, N_STRONG = 1e12 * CM2, 1e13 * CM2
share_low = boltzmann_share(pair, T)
share_weak = fermi_share(pair, N_WEAK, T)
share_strong = fermi_share(pair, N_STRONG, T)
ef_strong = fermi_level(pair, N_STRONG, T)
direct_share, direct_total = direct_count(ef_strong)
assert abs(direct_total / N_STRONG - 1) < 1e-3
assert abs(direct_share - share_strong) < 1e-3
dilute_share, _ = direct_count(-0.4)
assert abs(dilute_share - share_low) < 1e-3
assert share_strong < share_weak < share_low

# A very wide fin must recover equal filling of all six valleys
wide_share = boltzmann_share(hard_pair(1000.0, 4000), T)
assert abs(wide_share - 1 / 3) < 2e-3


# Schroedinger-Poisson calculation; potential energy is zero at both walls
GREEN = np.minimum.outer(X, X) * (W - np.maximum.outer(X, X)) / W
COULOMB = sc.e / (sc.epsilon_0 * EPS_SI) * 1e9   # eV nm


def self_consistent(total):
    potential = flat.copy()
    for _ in range(400):
        solved = [diagonalize(m, potential) for m in CONF_MASS]
        levels = [s[0] for s in solved]
        ef = fermi_level(levels, total, T)
        filling = subband_densities(levels, ef, T)
        charge = sum((s[1]**2) @ f for s, f in zip(solved, filling)) / STEP
        updated = COULOMB * (GREEN @ charge) * STEP
        change = np.max(np.abs(updated - potential))
        if change < 1e-7:
            return levels, potential, filling[0].sum() / total
        potential = potential + 0.3 * (updated - potential)
    raise AssertionError("Schroedinger-Poisson loop did not converge")


_, _, scf_dilute = self_consistent(1e8 * CM2)
assert abs(scf_dilute - share_low) < 1e-3
scf_weak_levels, _, scf_weak = self_consistent(N_WEAK)
scf_levels, bend, scf_strong = self_consistent(N_STRONG)
gauss_slope = COULOMB * N_STRONG / 2
assert abs(bend[0] / STEP / gauss_slope - 1) < 5e-3

# Equal first-order shifts; second-order lowering proportional to mass
mean_bend = np.sum(2 / W * np.sin(np.pi * X / W)**2 * bend) * STEP
SCALE = 0.05
second_order = []
for mass, reference in zip(CONF_MASS, fd_pair):
    tiny = diagonalize(mass, 0.001 * bend)[0][0] - reference[0]
    assert abs(tiny / (0.001 * mean_bend) - 1) < 5e-3
    shifted = diagonalize(mass, SCALE * bend)[0][0] - reference[0]
    second_order.append(shifted - SCALE * mean_bend)
assert max(second_order) < 0
assert abs(second_order[0] / second_order[1] / (ML / MT) - 1) < 0.05
split = pair[1][0] - pair[0][0]
scf_split = scf_levels[1][0] - scf_levels[0][0]
scf_weak_split = scf_weak_levels[1][0] - scf_weak_levels[0][0]
assert scf_split > split and scf_strong > share_strong


# Finite oxide barrier: diagonalization against the matching condition
def soft_levels(mass, count=6):
    h, pad = 0.01, 1.5
    x = (np.arange(round((W + 2 * pad) / h)) + 0.5) * h - pad
    inside = (x > 0) & (x < W)
    m = np.where(inside, mass, M_BARRIER)
    link = np.concatenate(([1 / m[0]], 2 / (m[1:] + m[:-1]), [1 / m[-1]]))
    diagonal = C / h**2 * (link[1:] + link[:-1]) + np.where(inside, 0, BARRIER)
    return eigh_tridiagonal(diagonal, -C / h**2 * link[1:-1], select='i',
                            select_range=(0, count - 1), eigvals_only=True)


def matched_level(mass):
    def mismatch(e):
        k = np.sqrt(mass * e / C)
        kappa = np.sqrt(M_BARRIER * (BARRIER - e) / C)
        return (k / mass * np.sin(k * W / 2)
                - kappa / M_BARRIER * np.cos(k * W / 2))
    return brentq(mismatch, 1e-7, hard_levels(mass, W, 1)[0])


soft_pair = [soft_levels(m) for m in CONF_MASS]
kappa0 = np.sqrt(M_BARRIER * BARRIER / C)
recession = [M_BARRIER / (m * kappa0) for m in CONF_MASS]
for mass, levels, delta in zip(CONF_MASS, soft_pair, recession):
    exact_match = matched_level(mass)
    assert abs(levels[0] / exact_match - 1) < 5e-3
    assert abs(hard_levels(mass, W + 2 * delta, 1)[0] / exact_match - 1) < 0.03
share_soft = boltzmann_share(soft_pair, T)
assert share_soft < share_low

# Nonparabolic levels from E(1 + alpha E) = parabolic energy
nonpar_pair = [np.array([brentq(lambda e: e * (1 + ALPHA * e) - g, 0, g)
                         for g in levels]) for levels in pair]
for curved, parabolic in zip(nonpar_pair, pair):
    estimate = -ALPHA * parabolic[0]**2
    assert abs((curved[0] - parabolic[0]) / estimate - 1) < 0.1
share_nonpar = boltzmann_share(nonpar_pair, T, ALPHA)

# Remaining sizes
kt = KB * T
lowest_ratio = 0.5 * np.sqrt(MT / ML) * np.exp(split / kt)
full_ratio = share_low / (1 - share_low)
height_energy = C * (np.pi / HEIGHT)**2 / MT
oxide_field = sc.e * N_STRONG * 1e18 / (2 * EPS_OX * sc.epsilon_0) / 1e8
kappa_primed = np.sqrt(M_BARRIER * (BARRIER - pair[1][0]) / C)
transmission = np.exp(-2 * kappa_primed * T_OX)
broadening = 2 * pair[1][0] * transmission / np.pi

print(f"hbar^2/(2 m0) = {C:.6f} eV nm^2")
print(f"Fin width = {W:.1f} nm; temperature = {T:.0f} K; kT = {1e3*kt:.2f} meV")
print(f"Masses m_l, m_t = {ML:.3f}, {MT:.3f} m0")
print(f"Delta4 in-plane density mass = {DOS_MASS[1]:.4f} m0")
print("Delta2 levels n=1,2,3 =", np.round(1e3 * pair[0][:3], 2), "meV")
print("Delta4 levels n=1,2 =", np.round(1e3 * pair[1][:2], 2), "meV")
print(f"Lowest energies in hartree: Delta2 {pair[0][0]*sc.e/sc.value('Hartree energy'):.4e},"
      f" Delta4 {pair[1][0]*sc.e/sc.value('Hartree energy'):.4e}")
print(f"Ladder splitting = {1e3*split:.2f} meV = {split/kt:.3f} kT")
print(f"Boltzmann factor exp(splitting/kT) = {np.exp(split/kt):.3f}")
print(f"Prefactor 0.5 sqrt(m_t/m_l) = {0.5*np.sqrt(MT/ML):.4f}")
print(f"N2/N4, lowest levels only = {lowest_ratio:.3f}")
print(f"Delta2 share, lowest levels only = {100*lowest_ratio/(1+lowest_ratio):.1f} %")
for name, levels in zip(("Delta2", "Delta4"), pair):
    print(f"{name} level sum relative to its n=1 term = "
          f"{np.sum(np.exp(-(levels-levels[0])/kt)):.4f}")
print(f"N2/N4, all levels, low density = {full_ratio:.3f}")
print(f"Delta2 share, all levels, low density = {100*share_low:.1f} %")
print(f"Delta2 share in a 1000 nm fin = {100*wide_share:.2f} %")
print(f"Flat well, N = {N_WEAK/CM2:.0e} cm^-2: Delta2 share = {100*share_weak:.1f} %")
print(f"Flat well, N = {N_STRONG/CM2:.0e} cm^-2: Delta2 share = {100*share_strong:.1f} %")
print(f"Flat well, strong inversion: E_F - E1 = {1e3*(ef_strong-pair[0][0]):.1f} meV")
print(f"Direct wavevector sum, strong inversion: share = {100*direct_share:.1f} %")
print(f"Self-consistent, weak inversion: splitting = {1e3*scf_weak_split:.2f} meV,"
      f" share = {100*scf_weak:.1f} %")
print(f"Self-consistent, strong inversion: splitting = {1e3*scf_split:.2f} meV,"
      f" share = {100*scf_strong:.1f} %")
print(f"Strong inversion: centre-to-wall band bending = {1e3*bend.max():.1f} meV")
print(f"Strong inversion: first-order shift of both n=1 levels = {1e3*mean_bend:.1f} meV")
print(f"Strong inversion: Delta2 n=2 minus n=1 = "
      f"{1e3*(scf_levels[0][1]-scf_levels[0][0]):.1f} meV")
print(f"Rough oxide barrier = {BARRIER:.1f} eV; barrier mass = {M_BARRIER:.1f} m0")
print(f"Wall recession per side: Delta2 {recession[0]:.3f}, Delta4 {recession[1]:.3f} nm")
print(f"Finite-wall lowest levels: Delta2 {1e3*soft_pair[0][0]:.2f},"
      f" Delta4 {1e3*soft_pair[1][0]:.2f} meV")
print(f"Finite-wall splitting = {1e3*(soft_pair[1][0]-soft_pair[0][0]):.2f} meV")
print(f"Finite-wall Delta2 share, low density = {100*share_soft:.1f} %")
print(f"Nonparabolicity parameter = {ALPHA:.1f} eV^-1")
print(f"Nonparabolic lowest levels: Delta2 {1e3*nonpar_pair[0][0]:.2f},"
      f" Delta4 {1e3*nonpar_pair[1][0]:.2f} meV")
print(f"Nonparabolic Delta2 share, low density = {100*share_nonpar:.1f} %")
print(f"Low-density Delta2 share at 400 K = {100*boltzmann_share(pair, 400):.1f} %")
for width in (4.0, 6.0, 10.0):
    other = hard_pair(width, 40)
    print(f"W = {width:.0f} nm: splitting = {1e3*(other[1][0]-other[0][0]):.1f} meV,"
          f" low-density share = {100*boltzmann_share(other, T):.1f} %")
print(f"Height confinement, {HEIGHT:.0f} nm and mass m_t = {1e3*height_energy:.2f} meV")
print(f"Oxide field, strong inversion = {oxide_field:.2f} MV/cm")
print(f"Tunnelling factor through {T_OX:.0f} nm oxide = {transmission:.1e}")
print(f"Delta4 tunnelling broadening estimate = {1e6*broadening:.2f} micro-eV")
print("checks complete")
```

It prints:

```
hbar^2/(2 m0) = 0.038100 eV nm^2
Fin width = 5.0 nm; temperature = 300 K; kT = 25.85 meV
Masses m_l, m_t = 0.916, 0.190 m0
Delta4 in-plane density mass = 0.4172 m0
Delta2 levels n=1,2,3 = [ 16.42  65.68 147.78] meV
Delta4 levels n=1,2 = [ 79.16 316.66] meV
Lowest energies in hartree: Delta2 6.0344e-04, Delta4 2.9092e-03
Ladder splitting = 62.74 meV = 2.427 kT
Boltzmann factor exp(splitting/kT) = 11.325
Prefactor 0.5 sqrt(m_t/m_l) = 0.2277
N2/N4, lowest levels only = 2.579
Delta2 share, lowest levels only = 72.1 %
Delta2 level sum relative to its n=1 term = 1.1550
Delta4 level sum relative to its n=1 term = 1.0001
N2/N4, all levels, low density = 2.978
Delta2 share, all levels, low density = 74.9 %
Delta2 share in a 1000 nm fin = 33.39 %
Flat well, N = 1e+12 cm^-2: Delta2 share = 73.7 %
Flat well, N = 1e+13 cm^-2: Delta2 share = 64.5 %
Flat well, strong inversion: E_F - E1 = 23.3 meV
Direct wavevector sum, strong inversion: share = 64.5 %
Self-consistent, weak inversion: splitting = 62.78 meV, share = 74.0 %
Self-consistent, strong inversion: splitting = 65.52 meV, share = 70.6 %
Strong inversion: centre-to-wall band bending = 117.8 meV
Strong inversion: first-order shift of both n=1 levels = 101.6 meV
Strong inversion: Delta2 n=2 minus n=1 = 30.9 meV
Rough oxide barrier = 3.1 eV; barrier mass = 0.5 m0
Wall recession per side: Delta2 0.086, Delta4 0.413 nm
Finite-wall lowest levels: Delta2 15.35, Delta4 58.43 meV
Finite-wall splitting = 43.08 meV
Finite-wall Delta2 share, low density = 58.6 %
Nonparabolicity parameter = 0.5 eV^-1
Nonparabolic lowest levels: Delta2 16.29, Delta4 76.26 meV
Nonparabolic Delta2 share, low density = 72.1 %
Low-density Delta2 share at 400 K = 63.9 %
W = 4 nm: splitting = 98.0 meV, low-density share = 91.4 %
W = 6 nm: splitting = 43.6 meV, low-density share = 61.4 %
W = 10 nm: splitting = 15.7 meV, low-density share = 43.4 %
Height confinement, 40 nm and mass m_t = 1.24 meV
Oxide field, strong inversion = 2.32 MV/cm
Tunnelling factor through 1 nm oxide = 3.4e-06
Delta4 tunnelling broadening estimate = 0.17 micro-eV
checks complete
```
